# Honeycomb Density of States from the Triangular Band

To convert a Fermi energy into a carrier density or a quantum capacitance for a honeycomb sheet, one must decide whether the linear density of states of the Dirac cones is good enough or whether the whole Brillouin zone has to be integrated. With nearest-neighbour hopping the zone integral has a closed form, and the error of the linear law can be read from it. The form follows from the triangular lattice, because two hops on a honeycomb lead to a site of the same triangular sublattice.

## The squared Hamiltonian

Take one orbital per site, orthogonal orbitals, site energy zero and hopping amplitude $-t$ with $t>0$ between nearest neighbours. The cell holds one A and one B site. With lattice vectors $\mathbf a_1,\mathbf a_2$ and $\theta_j=\mathbf k\cdot\mathbf a_j$, the Bloch Hamiltonian is

$$H(\mathbf k)=-t\begin{pmatrix}0&f\\ f^*&0\end{pmatrix},\qquad f=1+e^{i\theta_1}+e^{i\theta_2}. \tag{1}$$

The three terms of $f$ belong to the three neighbours. Squaring gives $H^2=t^2|f|^2$ times the unit matrix, so $E=\pm t|f|$. In the product $ff^*$ the three diagonal terms give 3, and the six cross terms pair into cosines:

$$E^2=t^2(3+\varepsilon),\qquad \varepsilon=2\cos\theta_1+2\cos\theta_2+2\cos(\theta_1-\theta_2). \tag{2}$$

In real space, two hops return to the start in three ways or reach each of the six second neighbours in one way. These second neighbours form a triangular lattice, and $\varepsilon$ is its band in units of its hopping, with positive sign. For a triangular lattice with hopping of the opposite sign the energy axis is reversed. Since $0\le|f|\le3$, the range is $-3\le\varepsilon\le6$.

## Changing the energy variable

Let $\langle\cdots\rangle$ be the average over $\theta_1,\theta_2\in[0,2\pi)$. The triangular density is $g(\varepsilon_0)=\langle\delta(\varepsilon_0-\varepsilon)\rangle$, normalised to 1. The honeycomb density per cell and per spin is

$$D(E)=\langle\delta(E-t|f|)+\delta(E+t|f|)\rangle .$$

It is even in $E$. For $E>0$ only the first term contributes. Near its zero, $E^2-t^2|f|^2=(E-t|f|)(E+t|f|)$ has slope $2E$ with respect to $E-t|f|$, so

$$\delta(E-t|f|)=2E\,\delta(E^2-t^2|f|^2)=\frac{2E}{t^2}\,\delta(w^2-3-\varepsilon),\qquad w=\frac{|E|}{t}.$$

Averaging gives

$$D(E)=\frac{2w}{t}\,g(w^2-3). \tag{3}$$

The factor $2w$ is the Jacobian $d\varepsilon/dw$. It keeps the count right: $\int_0^{3t}D\,dE=\int_{-3}^{6}g\,d\varepsilon=1$ state per band. The density per site is half of $D$, and spin doubles it.

Equation (2) also gives moments with which a numerical zone sum can be compared. Since $\langle\varepsilon\rangle=0$ and $\langle\varepsilon^2\rangle=3\times4\times\tfrac12=6$, the second moment of $D$ is $2\times3\,t^2=6t^2$ and the fourth is $2(9+6)t^4=30t^4$.

## Reducing the zone integral

Set $\theta_1=u+v$ and $\theta_2=u-v$. As $u$ and $v$ each run over $2\pi$, the $\theta$ torus is covered twice with constant Jacobian 2, so averages over $u,v$ equal averages over $\theta_1,\theta_2$. With $2\cos\theta_1+2\cos\theta_2=4\cos u\cos v$ and $2\cos2v=4\cos^2v-2$,

$$3+\varepsilon=1+4\cos^2v+4\cos u\cos v .$$

Let $s=2|\cos v|$. The sign of $\cos v$ can be absorbed by $u\to u+\pi$, leaving $3+\varepsilon=1+s^2+2s\cos u$. The delta function then has two zeros in $u$, at $\cos u_0=(w^2-1-s^2)/2s$, each with slope $2s|\sin u_0|$. Hence

$$\int_0^{2\pi}\frac{du}{2\pi}\,\delta(w^2-1-s^2-2s\cos u)=\frac{2}{2\pi}\,\frac{1}{2s|\sin u_0|}=\frac{1}{\pi\sqrt{4s^2-(w^2-1-s^2)^2}}. \tag{4}$$

The radicand is a difference of squares:

$$[w^2-(s-1)^2][(s+1)^2-w^2]=(w-s+1)(w+s-1)(s+1-w)(s+1+w).$$

Pairing the first factor with the fourth and the second with the third turns this into

$$[(w+1)^2-s^2]\,[s^2-(w-1)^2]. \tag{5}$$

It is positive for $|w-1|<s<w+1$, which is the condition that $1$, $s$ and $w$ form a triangle.

For the average over $v$, the four quadrants are equal and $|ds|=2\sin v\,dv=\sqrt{4-s^2}\,dv$ in the first. Thus $\int dv/2\pi$ becomes $(2/\pi)\int_0^2ds/\sqrt{4-s^2}$. With $y=s^2$ and $ds=dy/2\sqrt y$, equations (4) and (5) give

$$g=\frac1{\pi^2}\int\frac{dy}{\sqrt{y(4-y)[y-(w-1)^2][(w+1)^2-y]}}, \tag{6}$$

taken from $(w-1)^2$ to the smaller of $4$ and $(w+1)^2$.

## The elliptic form

Name the nonzero roots $y_1>y_2>y_3>0$, so that the integral runs from $y_3$ to $y_2$. Here $y_3=(w-1)^2$, and $w\ne1$ is assumed. Substitute

$$y=\frac{y_2y_3}{N},\qquad N=y_2-(y_2-y_3)z,\qquad 0\le z\le1 .$$

The ends $z=0,1$ correspond to $y=y_3,y_2$, and

$$\begin{aligned}
y-y_3&=y_3(y_2-y_3)\,z/N,\\
y_2-y&=y_2(y_2-y_3)(1-z)/N,\\
y_1-y&=y_2(y_1-y_3)(1-mz)/N,\\
dy&=y_2y_3(y_2-y_3)\,dz/N^2,
\end{aligned}\qquad m=\frac{y_1(y_2-y_3)}{y_2(y_1-y_3)}.$$

The square root of the product of the four factors is $y_2y_3(y_2-y_3)\sqrt{y_2(y_1-y_3)}\sqrt{z(1-z)(1-mz)}/N^2$. The prefactors cancel against $dy$, and $z=\sin^2\phi$ gives

$$\int_{y_3}^{y_2}\!\frac{dy}{\sqrt{y(y_1-y)(y_2-y)(y-y_3)}}=\frac{2K(m)}{\sqrt{y_2(y_1-y_3)}},\quad K(m)=\int_0^{\pi/2}\!\frac{d\phi}{\sqrt{1-m\sin^2\phi}}. \tag{7}$$

The argument of $K$ is the parameter $m$, the square of the modulus. Define

$$F=(1+w)^2-\frac{(w^2-1)^2}{4}=\frac{(1+w)^2[4-(w-1)^2]}4=\frac{(1+w)^3(3-w)}4. \tag{8}$$

For $w<1$ the roots are $y_1=4$ and $y_2=(1+w)^2$. Then $y_2(y_1-y_3)=(1+w)^2(1+w)(3-w)=4F$ and $y_1(y_2-y_3)=4\times4w=16w$, so $m=4w/F$. For $1<w<3$ the roots 4 and $(1+w)^2$ change places, giving $y_2(y_1-y_3)=16w$ and $y_1(y_2-y_3)=4F$, so $m=F/4w$. Both cases are contained in

$$D(E)=\frac{2w}{\pi^2t}\,\frac{K(Z_1/Z_0)}{\sqrt{Z_0}},\qquad
(Z_0,Z_1)=\begin{cases}(F,4w),&w<1\\(4w,F),&1<w<3.\end{cases} \tag{9}$$

At $w=2$, for example, $Z_0=8$, $Z_1=6.75$, $m=0.84375$ and $K=2.370$, so $tD=4\times2.370/(\pi^2\sqrt8)=0.340$.

## Linear onset

Expanding (8) gives $4F=3+8w+6w^2-w^4$, hence

$$\frac1{\sqrt F}=\frac2{\sqrt3}\left(1-\frac{4w}3+\frac{5w^2}3+\dots\right),\qquad m=\frac{16w}3\left(1-\frac{8w}3+\dots\right).$$

Expanding the integrand of $K$, with the averages $\tfrac12$ of $\sin^2\phi$ and $\tfrac38$ of $\sin^4\phi$, gives

$$K=\frac\pi2\left(1+\frac m4+\frac{9m^2}{64}+\dots\right)=\frac\pi2\left(1+\frac{4w}3+\frac{4w^2}9+\dots\right).$$

In the product the linear terms cancel, and the quadratic coefficient is $\tfrac53-\tfrac{16}9+\tfrac49=\tfrac13$. Therefore

$$D=\frac{2w}{\sqrt3\,\pi t}\left(1+\frac{w^2}3+\dots\right). \tag{10}$$

The triangular density itself does not vanish here: it starts with a step $g(-3)=1/\sqrt3\pi=0.184$, as expected for parabolic minima in two dimensions. The Jacobian in (3) turns this step into a linear onset.

The cones give the same slope. Let $a$ be the bond length. Near a zero of $f$ its three terms have phases $120^\circ$ apart, as have the directions of the bonds, and the first-order sum has magnitude $|f|=\tfrac32aq$ at distance $q$ from the zero. So $E=\hbar vq$ with $\hbar v=\tfrac32ta$. Two cones hold $2A_c\pi q^2/(2\pi)^2$ states per cell and spin, with cell area $A_c=\tfrac{3\sqrt3}2a^2$. The derivative with respect to energy is $A_cE/\pi(\hbar v)^2=2E/\sqrt3\pi t^2$, the leading term of (10).

By (10) the linear law is low by about $w^2/3$. At $w=0.5$ equation (9) gives $tD=0.202$ and the linear law 0.184.

## Logarithmic peaks and upper edge

From (8), $F-4w=\tfrac14(3-8w+6w^2-w^4)=\tfrac14(1-w)^3(3+w)$. Near $w=1$, where $Z_0\to4$,

$$m'\equiv1-m=\frac{|1-w|^3(3+w)}{4Z_0}\to\frac{|1-w|^3}4. \tag{11}$$

The behaviour of $K$ for small $m'$ follows from $\tau=\tan\phi$:

$$K=\int_0^\infty\frac{d\tau}{\sqrt{(1+\tau^2)(1+m'\tau^2)}} .$$

The replacement $\tau\to1/(\sqrt{m'}\,\tau)$ exchanges the parts below and above $\tau_*=m'^{-1/4}$, so $K$ is twice the lower part. There $m'\tau^2\le\sqrt{m'}\to0$, and $K\to2\,\mathrm{arsinh}\,\tau_*\to2\ln(2\tau_*)=\tfrac12\ln(16/m')$. With (11) this is $\tfrac32\ln(4/|1-w|)$, and (9) becomes

$$D\to\frac{3}{2\pi^2t}\ln\frac4{|1-w|},\qquad w\to1. \tag{12}$$

The coefficient, 0.152 in units of $1/t$, counts three saddle points. Near $(\theta_1,\theta_2)=(\pi,0)$, with displacements $x,y$, the cosines give $\varepsilon\approx-2+x^2-y^2+(x-y)^2=-2+2x(x-y)$, so $w-1\approx XY$ with $X=x$ and $Y=x-y$. The Jacobian is 1. Cutting off $|X|$ and $|Y|$ at some length $\ell$,

$$\int\frac{dX\,dY}{4\pi^2}\,\delta(w-1-XY)=\frac{2}{4\pi^2}\int_{|w-1|/\ell}^{\ell}\frac{dX}{X}=\frac1{2\pi^2}\ln\frac{\ell^2}{|w-1|}.$$

The saddles at $(0,\pi)$ and $(\pi,\pi)$ are equivalent by lattice symmetry, which supplies the factor 3.

The peak is not quite symmetric. Equation (9) gives $tD=0.906$ at $w=0.99$ and 0.916 at $w=1.01$. The two values of $K$, 8.983 and 8.991, differ by only 0.1%; most of the difference comes from the prefactor $w/\sqrt{Z_0}$.

At $w\to3$, $F\to0$, $K\to\pi/2$ and $Z_0\to12$, so $tD$ ends in a step $\sqrt3/2\pi=0.276$. This is the parabolic band edge at the zone centre.

## When the mapping changes

If the site energies are $+\Delta$ on A and $-\Delta$ on B, the off-diagonal terms of $H^2$ still cancel and $E^2=\Delta^2+t^2(3+\varepsilon)$. The argument leading to (3) then gives

$$D(E)=\frac{2|E|}{t^2}\,g\!\left(\frac{E^2-\Delta^2}{t^2}-3\right),\qquad |E|>\Delta. \tag{13}$$

The linear onset is replaced by a gap and a step $2\Delta/\sqrt3\pi t^2$ at its edges. If strain makes the three hoppings unequal, the three cosines in $|f|^2$ no longer share one amplitude, and (9) no longer applies.

## A graphene-like sheet

Take rough typical values for graphene, $t=2.7$ eV and $a=0.142$ nm, with the Fermi energy $E_F=0.20$ eV above the Dirac point. Then $A_c=0.0524\ \mathrm{nm^2}$, $\hbar v=1.5\times2.7\times0.142=0.575$ eV nm and $v=8.7\times10^5$ m/s.

Here $w=0.20/2.7=0.0741$, $Z_0=0.906$, $Z_1=0.296$, $m=0.327$ and $K=1.730$. Equation (9) gives $D=0.0101\ \mathrm{eV^{-1}}$ per cell and spin. Multiplying by 2 for spin and dividing by $A_c$ gives a sheet density of states

$$D_s=0.386\ \mathrm{eV^{-1}\,nm^{-2}}=3.86\times10^{13}\ \mathrm{eV^{-1}\,cm^{-2}}.$$

The linear law $2E_F/\pi(\hbar v)^2$ gives 0.385 in the first unit, 0.18% lower, in agreement with $w^2/3$. Numerical integration of $D_s$ from 0 to $E_F$ gives a carrier density of $3.85\times10^{12}\ \mathrm{cm^{-2}}$. The quantum capacitance $e^2D_s$ is $6.2\ \mathrm{\mu F/cm^2}$ at zero temperature.

**Corrections to the bands.** Hopping $-t'$ to second neighbours adds $-t'\varepsilon=-t'(w^2-3)$. Measured from the shifted Dirac point, $E=\pm tw-t'w^2$. For a rough $t'=0.1$ eV the peaks move from $\pm2.7$ eV to $-2.8$ and $+2.6$ eV. At fixed $E_F$ and $t$, the density of states rises by the fraction $3t'w/t$ to leading order, or 0.8%.

A nearest-neighbour overlap $\sigma$ between orbitals, taken alone, gives $E=\pm tw/(1\mp\sigma w)$. For a rough $\sigma=0.1$ the peaks lie at $-2.45$ and $+3.0$ eV, and the density at $E_F$ falls by about $3\sigma w$, or 2.2%. Either correction exceeds the error of the linear law, so at this Fermi energy replacing that law by (9) alone does not make the prediction accurate to 0.2%.

**Temperature and broadening.** At 300 K, $kT=0.0259$ eV. Averaging $D_s$ numerically with the weight $-\partial f_{\rm F}/\partial E$, where $f_{\rm F}$ is the Fermi function, changes it by 0.04% at fixed $E_F$. The carrier density is far more sensitive. For $E_F\gg kT$ the linear law gives a net density $[E_F^2+\pi^2(kT)^2/3]/\pi(\hbar v)^2$, which is 5.5% above its zero-temperature value here. At fixed density the Fermi level instead drops to 0.194 eV and the quantum capacitance falls by 2.8%. At neutrality temperature sets the scale: the linear law gives $\tfrac\pi6(kT/\hbar v)^2=1.1\times10^{11}$ electrons per $\mathrm{cm^2}$ and a quantum capacitance $4e^2\ln2\,kT/\pi(\hbar v)^2=1.1\ \mathrm{\mu F/cm^2}$, instead of zero.

A finite lifetime removes the divergence at the peak. Convolving (9) by quadrature with a Lorentzian of half-width 0.10 eV gives $10.1\ \mathrm{eV^{-1}\,nm^{-2}}$ at $E=t$. The Lorentzian average of $\ln|x|$ is the logarithm of the half-width, so (12) with $|1-w|$ replaced by $0.10/2.7$ gives nearly the same height.

**Interaction.** At 0.20 eV electron interaction gives a much larger correction than second-neighbour hopping, overlap or temperature. Broadening is left out of this ranking: a Lorentzian of constant half-width 0.10 eV would raise $D_s$ at $E_F$ by 85%, and one of 0.03 eV by 26%, so its importance depends on a width and line shape that the model does not supply. The strength of the interaction is $\alpha=e^2/4\pi\varepsilon_0\kappa\hbar v=1.0$ for a rough surrounding dielectric constant $\kappa=2.5$. In a neutral sheet with linear bands, first-order exchange with the filled lower band raises half the splitting between the bands at wave vector $\mathbf k$ by $\tfrac12\int d^2k'/(2\pi)^2\,V(|\mathbf k-\mathbf k'|)\cos\vartheta$. Here $\vartheta$ is the angle between $\mathbf k$ and $\mathbf k'$, and $V(q)=2\pi\alpha\hbar v/q$.

The integral is cut off at $k'=\sqrt{2\pi/A_c}=11\ \mathrm{nm^{-1}}$, where two cones hold as many states as the zone. For the level at 0.20 eV, quadrature gives a rise of 109%, too large for first order to be trusted. The value depends logarithmically on the cutoff: halving or doubling it gives 91% or 126%. Static screening by transitions from the lower to the upper band within each cone, summed numerically over momentum, divides $V$ by 2.6 and leaves 42%, or 35% to 49% over the same range of cutoffs.

If the velocity rose uniformly by this fraction, the linear density of states at fixed energy would fall by a factor $1.42^2\approx2$. This is an estimate of size, not a prediction. A fitted $t$ already absorbs part of the effect, and the carriers present at $E_F=0.20$ eV, left out here, reduce the rise by filling part of the upper band and by adding to the screening. With both effects included, using the static screening of the doped cones, the rise is about 27% and the factor about 1.6.

**Comparison with real graphene.** The chosen $t$ and $a$ are typical. Real sheets break the assumption of independent electrons, and the interaction estimate shows that this matters far more at 0.20 eV than the curvature of the bands. Near neutrality, charge disorder also smears the zero of $D$. At several eV the sheet has $\sigma$ bands that the model lacks, and optical peaks are shifted by electron–hole attraction, so the separation $2t$ of the two peaks should not be read as an optical energy.

For the choice posed at the start, (10) gives the criterion within this model: the linear density of states, and with it the quantum capacitance, suffices while $w^2/3$ is below the accepted error. For 5% this gives $w\approx0.39$; the full expression (9) lowers the limit slightly, to $w\approx0.38$, or about 1 eV here. That energy does not carry over to bands with the corrections above. At $|E|=1$ eV the linear law is low by 9% for electrons and by less than 1% for holes with $t'=0.1$ eV. With $\sigma=0.1$ it is high by 7% for electrons and low by 15% for holes. Integrating (10) over energy shows that, to leading order, the relative error of the carrier density is only half as large, $w^2/6$. Beyond that, and near the peaks in particular, (9) replaces the numerical zone integral.

Numbers in the example were calculated in double precision.
